# Parallel, Perpendicular and Powder Susceptibilities of a Mean-Field Antiferromagnet: a program that tests the result

```python
"""Mean-field susceptibility of a two-sublattice Heisenberg antiferromagnet.
Result under test: chi_powder(T -> 0) / chi_powder(T_N) = 2/3 for weak anisotropy.

Energies are divided by k_B and given in kelvin.
S      spin quantum number
a, b   summed exchange to the other / to the same sublattice (positive = antiferro)
kappa  extra inter-sublattice exchange of the z components (easy axis z)
beta   Zeeman energy g mu_B B / k_B
chi    d(mean spin per site)/d(beta), in 1/K
Derived formulas are compared with self-consistent solutions in a real field,
in which each thermal mean spin comes from diagonalizing a spin matrix.
"""
from collections import namedtuple
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

Model = namedtuple("Model", "S a b kappa")


# ---------- derived formulas ----------
def mean_spin(S, x):
    return (S + 0.5) / np.tanh((S + 0.5) * x) - 0.5 / np.tanh(0.5 * x)


def mean_spin_slope(S, x):
    if x == 0:
        return S * (S + 1) / 3
    return 0.25 / np.sinh(0.5 * x)**2 - (S + 0.5)**2 / np.sinh((S + 0.5) * x)**2


def neel_temperature(m):
    return (m.a + m.kappa - m.b) * m.S * (m.S + 1) / 3


def order_parameter(m, T):
    if T >= neel_temperature(m):
        return 0.0
    stiffness = m.a + m.kappa - m.b
    return brentq(lambda s: mean_spin(m.S, stiffness * s / T) - s,
                  1e-5, m.S * (1 + 1e-9), xtol=1e-14)


def chi_parallel(m, T):
    x0 = (m.a + m.kappa - m.b) * order_parameter(m, T) / T
    return 1 / (T / mean_spin_slope(m.S, x0) + m.a + m.kappa + m.b)


def chi_perpendicular(m):
    return 1 / (2 * m.a + m.kappa)


def curie_weiss(m, T):
    c = m.S * (m.S + 1) / 3
    return c / (T + (m.a + m.b) * c)


# ---------- independent numerical solution ----------
def spin_matrices(S):
    mz = np.arange(S, -S - 0.5, -1)
    raising = np.diag(np.sqrt(S * (S + 1) - mz[1:] * (mz[1:] + 1)), 1)
    return 0.5 * (raising + raising.T), np.diag(mz)


MATRICES = {S: spin_matrices(S) for S in (0.5, 1.0, 2.5)}


def thermal_spin(S, h, T):
    """Mean (Sx, Sz) and ln Z of one spin with Hamiltonian -h.S."""
    sx, sz = MATRICES[S]
    energy, vec = np.linalg.eigh(-h[0] * sx - h[1] * sz)
    weight = np.exp(-(energy - energy[0]) / T)
    z = weight.sum()
    mean = [np.sum(weight * np.sum(vec * (op @ vec), axis=0)) / z
            for op in (sx, sz)]
    return np.array(mean), np.log(z) - energy[0] / T


def fields(m, state, beta):
    A, B = state[:2], state[2:]
    inter = np.array([m.a, m.a + m.kappa])
    return beta - inter * B - m.b * A, beta - inter * A - m.b * B


def residual(m, T, state, beta):
    hA, hB = fields(m, state, beta)
    return state - np.concatenate([thermal_spin(m.S, hA, T)[0],
                                   thermal_spin(m.S, hB, T)[0]])


def solve_state(m, T, beta, start, free=(0, 1, 2, 3)):
    """Newton solution for (Ax, Az, Bx, Bz); components not free keep their start."""
    state, beta, free = np.array(start, float), np.array(beta, float), list(free)
    step = 1e-4
    for _ in range(15):
        jac = np.empty((len(free), len(free)))
        for col, k in enumerate(free):
            d = np.zeros(4)
            d[k] = step
            diff = residual(m, T, state + d, beta) - residual(m, T, state - d, beta)
            jac[:, col] = diff[free] / (2 * step)
        state[free] -= np.linalg.solve(jac, residual(m, T, state, beta)[free])
    assert np.max(np.abs(residual(m, T, state, beta))) < 1e-11
    return state


def free_energy(m, T, state, beta):
    """Mean-field free energy per spin; the pair energy is counted once."""
    hA, hB = fields(m, state, np.array(beta, float))
    A, B = state[:2], state[2:]
    pair = m.a * A @ B + m.kappa * A[1] * B[1] + 0.5 * m.b * (A @ A + B @ B)
    logs = thermal_spin(m.S, hA, T)[1] + thermal_spin(m.S, hB, T)[1]
    return 0.5 * (-T * logs - pair)


def powder_numeric(m, T, start):
    """Moment along the field over field, averaged over field directions."""
    nodes, weights = np.polynomial.legendre.leggauss(3)
    beta, total = 1e-3, 0.0
    for node, w in zip(nodes, weights):
        c = 0.5 * (node + 1)                       # cos(angle) on (0, 1)
        n = np.array([np.sqrt(1 - c * c), c])
        s = solve_state(m, T, beta * n, start)
        total += 0.5 * w * (0.5 * (s[:2] + s[2:]) @ n) / beta
    return total


def powder_ratio_numeric(m):
    tn = neel_temperature(m)
    low = powder_numeric(m, 0.03 * tn, [0, m.S, 0, -m.S])
    high = powder_numeric(m, tn * (1 + 1e-5), [0, 0, 0, 0])
    return low / high


# ---------- worked example ----------
S, g = 2.5, 2.0
z1, J1, z2, J2 = 6, 10.0, 12, 1.0
model = Model(S, z1 * J1, z2 * J2, 0.0)
TN = neel_temperature(model)
theta = (model.a + model.b) * S * (S + 1) / 3
mu_B = const.physical_constants["Bohr magneton"][0]
tesla = g * mu_B / const.k                         # beta of 1 T, in K
molar = const.mu_0 * const.N_A * (g * mu_B)**2 / const.k   # m^3 K/mol
to_cgs = 1e6 / (4 * np.pi)                         # m^3/mol -> cm^3/mol

# parallel response below T_N; transverse components vanish by symmetry
worst_parallel = 0.0
for t in (0.1, 0.25, 0.5, 0.75, 0.9):
    s0 = order_parameter(model, t * TN)
    s = solve_state(model, t * TN, [0, 0.01], [0, s0, 0, -s0], free=(1, 3))
    assert s[1] > 0 > s[3]
    numeric = 0.5 * (s[1] + s[3]) / 0.01
    worst_parallel = max(worst_parallel,
                         abs(numeric / chi_parallel(model, t * TN) - 1))
    if t == 0.1:   # exponential law; neglected terms are of relative order 1e-3
        T = t * TN
        law = np.exp(-(model.a - model.b) * S / T) / T
        law_ratio = numeric / law
        assert abs(law_ratio - 1) < 5e-3
assert worst_parallel < 1e-5

# perpendicular response: linear up to large fields, with unchanged spin length
T_half = 0.5 * TN
s_half = order_parameter(model, T_half)
state = np.array([0, s_half, 0, -s_half])
canting = []
for B in (1, 25, 50, 75, 100):
    state = solve_state(model, T_half, [B * tesla, 0], state)
    assert state[1] > 0.1 and abs(state[1] + state[3]) < 1e-8
    assert abs(state[0] / (B * tesla * chi_perpendicular(model)) - 1) < 1e-8
    assert abs(np.hypot(state[0], state[1]) - s_half) < 1e-8
    canting.append((B, state[0], np.hypot(state[0], state[1]),
                    np.degrees(np.arctan2(state[0], state[1]))))

# paramagnetic side and continuity at T_N
for t in (1.00001, 1.5):
    s = solve_state(model, t * TN, [0, 0.001], [0, 0, 0, 0])
    assert abs(0.5 * (s[1] + s[3]) / 0.001 / curie_weiss(model, t * TN) - 1) < 1e-6
assert abs(chi_parallel(model, 0.9999 * TN) / chi_perpendicular(model) - 1) < 1e-3
assert abs(curie_weiss(model, TN) / chi_perpendicular(model) - 1) < 1e-12

# without anisotropy the perpendicular orientation has the lower free energy
start = [0, s_half, 0, -s_half]
par = solve_state(model, T_half, [0, tesla], start, free=(1, 3))
perp = solve_state(model, T_half, [tesla, 0], start)
gain = (free_energy(model, T_half, par, [0, tesla])
        - free_energy(model, T_half, perp, [tesla, 0]))
gain_formula = 0.5 * tesla**2 * (chi_perpendicular(model)
                                 - chi_parallel(model, T_half))
assert gain > 0 and abs(gain / gain_formula - 1) < 1e-3

# powder ratio from oblique fields: several spins, couplings and anisotropies.
# The upper temperature lies 1e-5 above T_N, which sets the tolerance.
cases = [Model(2.5, 60.0, 12.0, 6.0), Model(2.5, 60.0, 12.0, 0.6),
         Model(2.5, 60.0, 12.0, 0.06), Model(0.5, 60.0, -30.0, 0.06),
         Model(1.0, 60.0, 0.0, 0.06)]
ratios = []
for m in cases:
    numeric = powder_ratio_numeric(m)
    formula = 2 / (2 + (2 * m.a + m.kappa) / (2 * m.a + 2 * m.kappa))
    assert abs(numeric - formula) < 2e-5
    if m.kappa < 0.1:
        assert abs(numeric - 2 / 3) < 2e-4         # kappa/a = 0.001 remains
    ratios.append((m, numeric, formula))

# ---------- output ----------
print(f"spin S = {S}, g = {g}")
print(f"J/k = {J1} K with {z1} neighbours, J'/k = {J2} K with {z2} neighbours")
print(f"a/k = {model.a:.1f} K, b/k = {model.b:.1f} K")
print(f"Neel temperature T_N = {TN:.2f} K")
print(f"Curie-Weiss theta = {theta:.2f} K")
print(f"Zeeman energy g mu_B B/k at 1 T = {tesla:.5f} K")
print(f"molar prefactor mu0 N_A (g mu_B)^2/k = {molar:.5e} m^3 K/mol")
print("molar susceptibilities in 1e-8 m^3/mol:")
print("T/T_N   T (K)    sigma0   chi_par  chi_perp  powder  powder/powder(T_N)")
unit = molar * 1e8
powder_TN = (chi_parallel(model, TN) + 2 * chi_perpendicular(model)) / 3
for t in (0.02, 0.25, 0.5, 0.75, 1.0, 1.5):
    T = t * TN
    cpar = chi_parallel(model, T)
    cperp = chi_perpendicular(model) if t <= 1 else curie_weiss(model, T)
    cpow = (cpar + 2 * cperp) / 3
    print(f"{t:4.2f}  {T:7.2f}  {order_parameter(model, T):7.4f}  {cpar*unit:8.4f}"
          f"  {cperp*unit:8.4f}  {cpow*unit:8.4f}  {cpow/powder_TN:8.5f}")
T_low = 0.02 * TN
powder_low = (chi_parallel(model, T_low) + 2 * chi_perpendicular(model)) / 3
print(f"powder at T_N in cgs = {powder_TN*molar*to_cgs:.6f} cm^3/mol")
print(f"powder at 0.02 T_N in cgs = {powder_low*molar*to_cgs:.6f} cm^3/mol")
print(f"chi_par/chi_perp at 0.02 T_N = "
      f"{chi_parallel(model, T_low)/chi_perpendicular(model):.1e}")
print(f"largest relative error of chi_par formula = {worst_parallel:.1e}")
print(f"numerical chi_par / exponential law at 0.1 T_N = {law_ratio:.5f}")
print("perpendicular field at 0.5 T_N, from the self-consistent solution:")
for B, u, length, angle in (canting[0], canting[-1]):
    print(f"  B = {B} T: u = {u:.5f}, spin length = {length:.5f}, "
          f"canting = {angle:.3f} deg")
print(f"free-energy gain of perpendicular state, 1 T, 0.5 T_N = {gain*1e3:.4f} mK")
print(f"same from susceptibilities = {gain_formula*1e3:.4f} mK per spin (over k)")
print("powder ratio low T / T_N from oblique fields, and from the formula:")
for m, numeric, formula in ratios:
    print(f"  S = {m.S}, b/a = {m.b/m.a:.2f}, kappa/a = {m.kappa/m.a:.3f}: "
          f"{numeric:.5f}, {formula:.5f}")
print("all good")
```

Running it gives:

```
spin S = 2.5, g = 2.0
J/k = 10.0 K with 6 neighbours, J'/k = 1.0 K with 12 neighbours
a/k = 60.0 K, b/k = 12.0 K
Neel temperature T_N = 140.00 K
Curie-Weiss theta = 210.00 K
Zeeman energy g mu_B B/k at 1 T = 1.34343 K
molar prefactor mu0 N_A (g mu_B)^2/k = 1.88570e-05 m^3 K/mol
molar susceptibilities in 1e-8 m^3/mol:
T/T_N   T (K)    sigma0   chi_par  chi_perp  powder  powder/powder(T_N)
0.02     2.80   2.5000    0.0000   15.7142   10.4761   0.66667
0.25    35.00   2.4648    1.8283   15.7142   11.0855   0.70545
0.50    70.00   2.2220    6.9677   15.7142   12.7987   0.81447
0.75   105.00   1.7143   11.9016   15.7142   14.4433   0.91913
1.00   140.00   0.0000   15.7142   15.7142   15.7142   1.00000
1.50   210.00   0.0000   13.0951   13.0951   13.0951   0.83333
powder at T_N in cgs = 0.012505 cm^3/mol
powder at 0.02 T_N in cgs = 0.008337 cm^3/mol
chi_par/chi_perp at 0.02 T_N = 1.0e-17
largest relative error of chi_par formula = 8.2e-08
numerical chi_par / exponential law at 0.1 T_N = 1.00005
perpendicular field at 0.5 T_N, from the self-consistent solution:
  B = 1 T: u = 0.01120, spin length = 2.22202, canting = 0.289 deg
  B = 100 T: u = 1.11952, spin length = 2.22202, canting = 30.254 deg
free-energy gain of perpendicular state, 1 T, 0.5 T_N = 4.1854 mK
same from susceptibilities = 4.1856 mK per spin (over k)
powder ratio low T / T_N from oblique fields, and from the formula:
  S = 2.5, b/a = 0.20, kappa/a = 0.100: 0.67693, 0.67692
  S = 2.5, b/a = 0.20, kappa/a = 0.010: 0.66777, 0.66777
  S = 2.5, b/a = 0.20, kappa/a = 0.001: 0.66678, 0.66678
  S = 0.5, b/a = -0.50, kappa/a = 0.001: 0.66678, 0.66678
  S = 1.0, b/a = 0.00, kappa/a = 0.001: 0.66678, 0.66678
all good
```
